**Free-particle Dirac spectra under restricted and unrestricted kinetic balance**

For a large space with \(N\) scalar Gaussians and two spins, and a small space \(W\) containing its image under \(\boldsymbol\sigma\cdot\mathbf p\), exactly \(\dim W-2N\) eigenvalues lie at \(-2mc^2\), with energies measured from the rest energy \(mc^2\). The program builds restricted (RKB), derivative-based unrestricted (U) and Cartesian unrestricted (C) small spaces, and asserts that the numerical ranks of the RKB and U spaces agree with the counting formulas. The number of C functions is asserted against its formula for single shells and for unshared exponents; the shared-exponent value 136 is printed. It diagonalizes the Dirac matrices and asserts that all remaining energies agree with those computed from the separate nonrelativistic kinetic matrix. It also asserts the angular momenta of the single-shell surplus, the vanishing large component of the surplus solutions in the full basis, and their non-zero kinetic energy. For the 4s3p2d1f set, the output shows 0, 68 and 76 solutions at \(-2mc^2\) for RKB, U and C, with 60 positive energies and 60 energies below \(-2mc^2\) in each case. A second set without shared exponents leaves the RKB and U dimensions at 60 and 128 but raises the C dimension from 136 to 160. For the s-shell surplus with exponent \(1\,a_0^{-2}\), momentum-space quadrature gives a kinetic energy of 68.028 eV and a positive-energy weight of \(6.6546\times10^{-5}\).

## Numerical check

```python
"""Free-particle Dirac matrices in Gaussian bases: result under test.

If the small-component space W contains (sigma.p)L, L being the large space
with N scalar functions and two spins, exactly dim W - 2N eigenvalues lie at
E = -2 m c^2. All others are E = -mc^2 +- sqrt((mc^2)^2 + 2 mc^2 t), where t
are the eigenvalues of the nonrelativistic kinetic matrix in L.
E is measured from the rest energy m c^2.
RKB: W = (sigma.p)L.  U: W = all first derivatives of L, times both spins.
C: W = all Cartesian Gaussians of degree l+1 and l-1, times both spins.
Lengths are in bohr (a0), energies in eV; hbar_c is in eV a0.
Functions are coefficient vectors over normalized monomial Gaussians
x^i y^j z^k exp(-alpha r^2), with i+j+k <= 5.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh, null_space
from scipy.special import gamma

bohr = const.physical_constants["Bohr radius"][0]
mc2 = const.m_e * const.c**2 / const.e
hbar_c = const.hbar * const.c / const.e / bohr
threshold = -2 * mc2
TOL = 1e-3   # eV; roundoff of 1e6 eV matrices with nonorthogonal functions

monomials = [(i, j, k) for i in range(6) for j in range(6)
             for k in range(6) if i + j + k <= 5]
degree = np.array([sum(m) for m in monomials])
n_mono = len(monomials)
position = {m: i for i, m in enumerate(monomials)}
poly_der = np.zeros((3, n_mono, n_mono))
poly_mul = np.zeros((3, n_mono, n_mono))
for col, mono in enumerate(monomials):
    for axis in range(3):
        lower, upper = list(mono), list(mono)
        lower[axis] -= 1
        upper[axis] += 1
        if mono[axis] > 0:
            poly_der[axis, position[tuple(lower)], col] = mono[axis]
        if tuple(upper) in position:
            poly_mul[axis, position[tuple(upper)], col] = 1
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
two = np.eye(2)


def primitive_space(exponents):
    """Overlap, gradient matrices and norms of the monomial Gaussians."""
    alpha = np.repeat(exponents, n_mono)
    powers = np.tile(np.array(monomials), (len(exponents), 1))
    total = alpha[:, None] + alpha[None, :]
    gram = np.ones_like(total)
    for axis in range(3):
        n = powers[:, axis][:, None] + powers[:, axis][None, :]
        half = (n + 1) / 2
        gram *= np.where(n % 2 == 0, gamma(half) * total**(-half), 0.0)
    norm = np.sqrt(np.diag(gram))
    gram = gram / np.outer(norm, norm)
    grad = [norm[:, None] * (np.kron(np.eye(len(exponents)), poly_der[k])
            - 2 * np.kron(np.diag(exponents), poly_mul[k])) / norm[None, :]
            for k in range(3)]
    return gram, grad, norm


def large_functions(shells, exponents, gram, norm):
    """Harmonic polynomials of degree l times Gaussians, normalized."""
    laplacian = sum(d @ d for d in poly_der)
    blocks = []
    for l, a in shells:
        chosen = np.where(degree == l)[0]
        harmonic = null_space(laplacian[:, chosen])
        block = np.zeros((len(norm), harmonic.shape[1]))
        block[exponents.index(a) * n_mono + chosen] = harmonic
        blocks.append(norm[:, None] * block)
    functions = np.hstack(blocks)
    lengths = np.sqrt(np.einsum("ia,ij,ja->a", functions, gram, functions))
    return functions / lengths


def span(columns):
    """Independent combinations; different Gaussians never cancel."""
    columns = columns / np.linalg.norm(columns, axis=0)
    u, s, _ = np.linalg.svd(columns, full_matrices=False)
    return u[:, s > 1e-9 * s[0]]


def cartesian_small(shells, exponents):
    columns = set()
    for l, a in shells:
        for i in np.where((degree == l + 1) | (degree == l - 1))[0]:
            columns.add(exponents.index(a) * n_mono + int(i))
    return np.eye(len(exponents) * n_mono)[:, sorted(columns)]


def prepare(shells):
    exponents = sorted({a for _, a in shells})
    gram, grad, norm = primitive_space(exponents)
    large = large_functions(shells, exponents, gram, norm)
    sigma_p = sum(np.kron(sigma[k], -1j * grad[k]) for k in range(3))
    spinors = np.kron(two, large)
    small = {"RKB": span(sigma_p @ spinors),
             "U": np.kron(two, span(np.hstack([g @ large for g in grad]))),
             "C": np.kron(two, cartesian_small(shells, exponents))}
    return dict(gram=gram, grad=grad, norm=norm, large=large,
                sigma_p=sigma_p, spinors=spinors, small=small,
                gram2=np.kron(two, gram))


def solve_dirac(b, kind):
    """Free Dirac spectrum and the solutions found at -2mc^2."""
    lg, sm, g = b["spinors"], b["small"][kind], b["gram2"]
    coupling = hbar_c * sm.conj().T @ g @ b["sigma_p"] @ lg
    reverse = hbar_c * lg.conj().T @ g @ b["sigma_p"] @ sm
    assert np.allclose(reverse, coupling.conj().T, rtol=1e-8, atol=1e-5)
    s_small = sm.conj().T @ g @ sm
    s_large = lg.conj().T @ g @ lg
    n_large = lg.shape[1]
    ham = np.block([[np.zeros((n_large, n_large)), coupling.conj().T],
                    [coupling, threshold * s_small]])
    energy, vec = eigh(ham, block_diag(s_large, s_small))
    at_threshold = abs(energy - threshold) < TOL
    upper = vec[:n_large, at_threshold]
    lower = sm @ vec[n_large:, at_threshold]
    return energy, at_threshold, upper, lower


def kinetic_of(b, lower):
    """Kinetic-energy eigenvalues inside a set of orthonormal spinors."""
    moved = b["sigma_p"] @ lower
    k2 = np.linalg.eigvalsh(moved.conj().T @ b["gram2"] @ moved)
    return hbar_c**2 * k2 / (2 * mc2)


print(f"rest energy mc^2 = {mc2:.2f} eV;  -2mc^2 = {threshold:.2f} eV")
# Single shells: counts and angular momentum of the surplus.
print("single shell, alpha = 1 a0^-2; functions include spin (numbers):")
for l, letter in enumerate("spdf"):
    b = prepare([(l, 1.0)])
    dims = {k: v.shape[1] for k, v in b["small"].items()}
    assert dims["RKB"] == 4 * l + 2
    assert dims["U"] == (6 if l == 0 else 8 * l + 4)
    assert dims["C"] == (l + 2) * (l + 3) + l * (l + 1)
    _, mask, _, lower = solve_dirac(b, "U")
    assert mask.sum() == dims["U"] - dims["RKB"]
    j_squared = 0
    for k in range(3):
        p, q = (k + 1) % 3, (k + 2) % 3
        orbital = -1j * (poly_mul[p] @ poly_der[q] - poly_mul[q] @ poly_der[p])
        orbital = b["norm"][:, None] * orbital / b["norm"][None, :]
        j_k = np.kron(two, orbital) + np.kron(sigma[k] / 2, np.eye(n_mono))
        j_squared = j_squared + j_k @ j_k
    values = np.linalg.eigvalsh(lower.conj().T @ b["gram2"] @ j_squared @ lower)
    j_found = (np.sqrt(1 + 4 * values) - 1) / 2
    j_expected = [l - 1.5] * (2 * l - 2) + [l + 1.5] * (2 * l + 4)
    assert np.allclose(j_found, j_expected, atol=1e-5)
    found, times = np.unique(np.round(2 * j_found).astype(int),
                             return_counts=True)
    content = ", ".join(f"j={n}/2: {c}" for n, c in zip(found, times))
    print(f"  {letter}: large {b['spinors'].shape[1]}, RKB {dims['RKB']}, "
          f"U {dims['U']}, C {dims['C']}; U surplus {mask.sum()} ({content})")
    if l == 0:
        s_kinetic = kinetic_of(b, lower)

# Full basis with exponents shared between shells.
shell_exponents = {0: [0.25, 1.0, 4.0, 16.0], 1: [0.25, 1.0, 4.0],
                   2: [1.0, 4.0], 3: [1.0]}
shells = [(l, a) for l, values in shell_exponents.items() for a in values]
basis = prepare(shells)
print("4s3p2d1f basis, exponents in a0^-2:")
for l, values in shell_exponents.items():
    print(f"  {'spdf'[l]}: " + ", ".join(f"{a:g}" for a in values))
large, gram = basis["large"], basis["gram"]
kinetic = sum((g @ large).T @ gram @ (g @ large) for g in basis["grad"])
t = eigh(hbar_c**2 / (2 * mc2) * kinetic, large.T @ gram @ large,
         eigvals_only=True)
t2 = np.repeat(t, 2)
root = np.sqrt(mc2**2 + 2 * mc2 * t2)
predicted = np.sort(np.concatenate([-mc2 - root, -mc2 + root]))
n_spinors = basis["spinors"].shape[1]
print(f"large functions: {large.shape[1]} scalar, {n_spinors} with spin")
expected_u = sum(6 if l == 0 else 8 * l + 4 for l, _ in shells)
assert basis["small"]["RKB"].shape[1] == sum(4 * l + 2 for l, _ in shells)
assert basis["small"]["U"].shape[1] == expected_u
for kind in ("RKB", "U", "C"):
    energy, mask, upper, lower = solve_dirac(basis, kind)
    dim = basis["small"][kind].shape[1]
    assert mask.sum() == dim - n_spinors
    assert np.allclose(energy[~mask], predicted, rtol=1e-9, atol=TOL)
    print(f"{kind}: small functions {dim}, solutions at -2mc^2: {mask.sum()}, "
          f"below: {(energy < threshold - TOL).sum()}, "
          f"positive: {(energy > 0).sum()}")
    if kind == "RKB":
        positive = energy[energy > 0].min()
        negative = energy[energy < 0].max()
        assert negative < threshold - 1
    else:
        assert np.max(abs(upper)) < 1e-5
        surplus_t = kinetic_of(basis, lower)
        spread = np.sqrt(2 * mc2 * surplus_t)
        assert surplus_t.min() > 1
        print(f"  surplus kinetic energy: {surplus_t.min():.2f} to "
              f"{surplus_t.max():.2f} eV")
        print(f"  surplus energy spread c*sqrt<p^2>: {spread.min():.0f} to "
              f"{spread.max():.0f} eV")
print(f"lowest kinetic eigenvalue t = {t[0]:.3f} eV")
print(f"RKB lowest positive E = {positive:.3f} eV")
print(f"RKB highest negative E = {negative:.2f} eV")
print(f"  its distance below -2mc^2 = {threshold - negative:.3f} eV")

# Same shell numbers, but no exponent shared between different l.
factor = {0: 1.0, 1: 1.3, 2: 1.7, 3: 2.1}
separate = prepare([(l, a * factor[l]) for l, a in shells])
counts = {k: v.shape[1] for k, v in separate["small"].items()}
assert counts["RKB"] == n_spinors and counts["U"] == expected_u
assert counts["C"] == sum((l + 2) * (l + 3) + l * (l + 1) for l, _ in shells)
assert counts["C"] > basis["small"]["C"].shape[1]
print(f"no shared exponents: RKB {counts['RKB']}, U {counts['U']}, "
      f"C {counts['C']} small functions")

# Positive-energy weight of a spinor with only a small component.
p_vector = mc2 * np.array([0.3, -0.5, 0.6])          # c times momentum, eV
sp = np.einsum("k,kij->ij", p_vector, sigma)
values, states = np.linalg.eigh(np.block([[mc2 * two, sp], [sp, -mc2 * two]]))
direct_weight = np.sum(abs(states[2, values > 0])**2)
e_p = np.sqrt(mc2**2 + p_vector @ p_vector)
assert np.isclose(direct_weight, (1 - mc2 / e_p) / 2, rtol=1e-10)


def momentum_mean(f):
    """Average for the function r Y_1m exp(-r^2); k is in 1/a0."""
    top = quad(lambda k: f(k) * k**4 * np.exp(-k**2 / 2), 0, 15)[0]
    return top / quad(lambda k: k**4 * np.exp(-k**2 / 2), 0, 15)[0]


t_momentum = momentum_mean(lambda k: (hbar_c * k)**2 / (2 * mc2))
assert np.allclose(s_kinetic, t_momentum, rtol=1e-7)


def positive_part(k):
    e = np.sqrt(mc2**2 + (hbar_c * k)**2)
    return (hbar_c * k)**2 / (2 * e * (e + mc2))     # = (1 - mc2/e)/2


weight = momentum_mean(positive_part)
assert np.isclose(weight, t_momentum / (2 * mc2), rtol=1e-3)
print(f"s-shell surplus, alpha = 1 a0^-2: kinetic energy {t_momentum:.3f} eV")
print(f"  energy spread = {np.sqrt(2 * mc2 * t_momentum):.1f} eV")
print(f"  positive-energy weight = {weight:.4e} (no unit)")
print("all assertions hold")
```

Printed output:

```
rest energy mc^2 = 510998.95 eV;  -2mc^2 = -1021997.90 eV
single shell, alpha = 1 a0^-2; functions include spin (numbers):
  s: large 2, RKB 2, U 6, C 6; U surplus 4 (j=3/2: 4)
  p: large 6, RKB 6, U 12, C 14; U surplus 6 (j=5/2: 6)
  d: large 10, RKB 10, U 20, C 26; U surplus 10 (j=1/2: 2, j=7/2: 8)
  f: large 14, RKB 14, U 28, C 42; U surplus 14 (j=3/2: 4, j=9/2: 10)
4s3p2d1f basis, exponents in a0^-2:
  s: 0.25, 1, 4, 16
  p: 0.25, 1, 4
  d: 1, 4
  f: 1
large functions: 30 scalar, 60 with spin
RKB: small functions 60, solutions at -2mc^2: 0, below: 60, positive: 60
U: small functions 128, solutions at -2mc^2: 68, below: 60, positive: 60
  surplus kinetic energy: 15.34 to 1806.80 eV
  surplus energy spread c*sqrt<p^2>: 3959 to 42971 eV
C: small functions 136, solutions at -2mc^2: 76, below: 60, positive: 60
  surplus kinetic energy: 7.45 to 1806.80 eV
  surplus energy spread c*sqrt<p^2>: 2760 to 42971 eV
lowest kinetic eigenvalue t = 9.282 eV
RKB lowest positive E = 9.282 eV
RKB highest negative E = -1022007.18 eV
  its distance below -2mc^2 = 9.282 eV
no shared exponents: RKB 60, U 128, C 160 small functions
s-shell surplus, alpha = 1 a0^-2: kinetic energy 68.028 eV
  energy spread = 8338.2 eV
  positive-energy weight = 6.6546e-05 (no unit)
all assertions hold
```
